\section*{Spin--orbit coupling in PAW: one-centre terms and scalar partial waves, part 2}

May spin--orbit (SO) coupling in a projector augmented-wave (PAW) calculation be represented by all-electron one-centre matrix elements alone, and are scalar (SO-free) partial waves an adequate basis? Hartree atomic units are used, $c=1/\alpha$, $\mathbf p=-i\nabla$; a prime means $d/dr$, a dot $d/dx$. $V$ is the Kohn--Sham potential, with point nuclei of charge $Z$ and $V(\infty)=0$ for an atom.

In the zeroth-order regular approximation (ZORA) the SO operator is $\tfrac12\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)$, $K=(1-V/2c^2)^{-1}$; for spherical $V$ it is $\xi\,\mathbf L\cdot\mathbf S$, $\xi=K^2V'/2c^2r$. The radial function $R=u/r$ obeys
\begin{equation}
-\frac{(r^2KR')'}{2r^2}+\Bigl[\frac{K\,l(l+1)}{2r^2}+V+\lambda\xi\Bigr]R=\varepsilon R,\label{radial}
\end{equation}
with $\lambda=l/2$ for $j=l+\tfrac12$, $-(l+1)/2$ for $j=l-\tfrac12$, and $0$ for scalar waves. For $r\ll a=Z/2c^2$, $u\sim r^\gamma$ with
\begin{equation}
\gamma^2=l(l+1)+1+2\lambda-(Z\alpha)^2.\label{gamma}
\end{equation}

For a normalised orbital with $l\ge1$, $\zeta=\int_0^\infty\xi u^2dr$, $\zeta_{\rm out}$ is the part beyond the sphere radius $r_c$, and $f=\zeta_{\rm out}/\zeta$. First-order level shifts are $\lambda\zeta$. If $V\le0$ for $r\ge r_c$,
\begin{equation}
\zeta_{\rm out}\le\frac{Q_{\max}P_{\rm out}}{2c^2r_c^3},\qquad Q_{\max}=\max_{r\ge r_c}|r^2V'|,\quad P_{\rm out}=\int_{r_c}^\infty u^2dr.\label{bound}
\end{equation}
For the nonrelativistic bare Coulomb problem at zero energy, to leading order in $(8Zr_c)^{-1/2}$,
\begin{equation}
f\simeq f_C=\frac{16\,l(l+1)(2l+1)}{3\pi\,(8Zr_c)^{3/2}}.\label{fC}
\end{equation}
Both proofs are completed below. For Eq.~\eqref{fC}, $x=\sqrt{8Zr}$, $u\propto\sqrt r\,J_\nu(x)$, $\nu=2l+1$, and $\xi u^2dr\propto J_\nu^2x^{-3}dx$; the tail and total integrals remain.

Scalar partial waves $\phi_i$ have smooth partners $\tilde\phi_i$, equal for $r\ge r_c$, and projectors $\tilde p_i$; $\Xi_{nn'}=\int_0^{r_c}\xi u_nu_{n'}dr$. The one-centre form keeps only the all-electron in-sphere elements. The full form adds a smooth operator $\tilde\xi\,\mathbf L\cdot\mathbf S$, exact outside, minus its one-centre copy. To first order,
\begin{equation}
\varepsilon_{\rm full}-\varepsilon_{\text{one-centre}}=\lambda\,(\zeta_{\rm out}+\rho),\qquad
\rho=\int_0^{r_c}\tilde\xi\,\bigl[\tilde u^2-(\tilde u^1)^2\bigr]dr,\label{diff}
\end{equation}
where $\tilde u$, $\tilde u^1$ belong to $\tilde\psi$ and $\sum_i\tilde\phi_i\langle\tilde p_i|\tilde\psi\rangle$.

Lemma 4 (WKB, bare Coulomb): scalar waves $\Delta\varepsilon$ apart in energy differ in phase by $\tfrac23\Delta\varepsilon\,r^{3/2}/\sqrt{2Z}$. A Dirac level $\varepsilon_D$ has scaled value $2c^2\varepsilon_D/(2c^2+\varepsilon_D)$.

The total follows from Bessel's equation in the form $\frac{d}{dx}(x\dot J_\mu)=(\mu^2/x-x)J_\mu$. Multiplying the equation for $\mu$ by $J_\tau$, that for $\tau$ by $J_\mu$, and subtracting gives
\begin{equation}
\frac{d}{dx}\bigl[x(J_\tau\dot J_\mu-J_\mu\dot J_\tau)\bigr]=(\mu^2-\tau^2)\frac{J_\mu J_\tau}{x}.
\end{equation}
The bracket vanishes at $x=0$ for $\mu+\tau>0$. At large $x$, $J_\mu\simeq\sqrt{2/\pi x}\cos(x-\theta_\mu)$ with $\theta_\mu=\mu\pi/2+\pi/4$, and the bracket tends to $(2/\pi)[\cos(x-\theta_\mu)\sin(x-\theta_\tau)-\sin(x-\theta_\mu)\cos(x-\theta_\tau)]=(2/\pi)\sin(\theta_\mu-\theta_\tau)$. Thus
\begin{equation}
\int_0^\infty\frac{J_\mu J_\tau}{x}\,dx=\frac{2}{\pi}\,\frac{\sin[(\mu-\tau)\pi/2]}{\mu^2-\tau^2},
\end{equation}
which is zero for $\mu-\tau=2$ and tends to $1/2\mu$ as $\tau\to\mu$. The recurrence $J_\nu/x=(J_{\nu-1}+J_{\nu+1})/2\nu$, squared and divided by $x$, then gives
\begin{equation}
\int_0^\infty\frac{J_\nu^2}{x^3}dx=\frac{1}{4\nu^2}\Bigl[\frac{1}{2(\nu-1)}+0+\frac{1}{2(\nu+1)}\Bigr]=\frac{1}{4\nu(\nu^2-1)}=\frac{1}{16\,l(l+1)(2l+1)},
\end{equation}
since $\nu^2-1=4l(l+1)$. For the part beyond $X=\sqrt{8Zr_c}$, the asymptotic form gives $J_\nu^2\simeq[1+\cos(2x-2\theta_\nu)]/\pi x$. The constant contributes $\int_X^\infty x^{-4}dx/\pi=1/3\pi X^3$. One integration by parts shows that the cosine contributes $-\sin(2X-2\theta_\nu)/2\pi X^4$ at leading order, at most $3/2X$ of the constant term. The ratio of tail to total is Eq.~\eqref{fC}. $\square$

\paragraph{Remark 5.} The weight depends on $r$ only through $Zr$. Quadrature places half of it inside $Zr=1.35$, $4.11$ and $8.08$~bohr for $l=1,2,3$, and $90\%$ inside $2.94$, $7.45$ and $18.8$~bohr. For $Z=82$ and $r_c=2.5$~bohr, $8Zr_c=1640$ and $f_C=96/(3\pi\cdot1640^{3/2})=1.534\times10^{-4}$ for $l=1$; quadrature gives $1.487\times10^{-4}$, which is $3\%$ below $f_C$ and within $3/2X=3.7\%$. The model has no screening, no relativistic change of shape and no exponential decay, so in a real atom $f_C$ is an estimate of magnitude at best.

\paragraph{Proof of Eq.~\eqref{bound}.} Write $\xi=K^2(r^2V')/2c^2r^3$. For $r\ge r_c$, $V\le0$ implies $0<K\le1$, while $r^{-3}\le r_c^{-3}$ and $r^2V'\le Q_{\max}$. Integration with the weight $u^2\ge0$ gives the bound. $\square$

\paragraph{Remark 6.} The bound is useful because $Q_{\max}$ is a screened charge. With $n=4\pi\rho_e$, where $\rho_e$ is the electron density, and $N(r)=\int_0^rn\,r'^2dr'$, the Hartree potential is $V_H=N/r+\int_r^\infty n\,r'dr'$, and $V_H'=nr-N/r^2-nr=-N/r^2$. Hence
\begin{equation}
r^2V'=Z-N(r)+r^2V_{\rm xc}' .
\end{equation}
Near the nucleus the full $Z$ acts at a distance of order $1/Z$; outside the sphere a charge of a few units acts at a distance of order $r_c$. The bound is proved for a spherical atom. Between the spheres of a solid the operator is $\tfrac12\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)$ with $|\nabla K|\le|\nabla V|/2c^2$ where $V\le0$, and the atomic numbers below indicate its size without bounding it.

\section{Worked example}

The atoms are computed self-consistently with the scalar ZORA equation in the spherical, spin-unpolarised local density approximation (Slater exchange, PW92 correlation), with $ns^2np^2$ valence occupation for C to Pb and $5d^{10}6s^1$ for Au. The radii $r_c$ are chosen round values. ``Exact'' means Eq.~\eqref{radial} solved with $\lambda\xi$ in the frozen scalar potential. $Q_{\max}$ is taken over $r_c<r<30$~bohr. The radius $r_{50}$ ($r_{99}$) encloses $50\%$ ($99\%$) of $\zeta$; lengths are in bohr and $\zeta$ in mHa. The program and its output follow this text.

\begin{center}
\begin{tabular}{lcccccc}
shell & $r_c$ & $\zeta$ & $r_{50}$ & $r_{99}$ & $f$ & $f_C$\\
C $2p$ & 1.5 & 0.217 & 0.334 & 1.66 & $1.6\times10^{-2}$ & $1.7\times10^{-2}$\\
Si $3p$ & 2.0 & 0.798 & 0.124 & 1.18 & $2.6\times10^{-3}$ & $3.0\times10^{-3}$\\
Ge $4p$ & 2.3 & 4.65 & 0.049 & 0.44 & $2.7\times10^{-4}$ & $7.1\times10^{-4}$\\
Sn $5p$ & 2.5 & 10.7 & 0.030 & 0.26 & $1.1\times10^{-4}$ & $3.2\times10^{-4}$\\
Pb $6p$ & 2.5 & 29.9 & 0.017 & 0.14 & $4.2\times10^{-5}$ & $1.5\times10^{-4}$\\
Au $5d$ & 2.5 & 22.2 & 0.067 & 0.43 & $1.3\times10^{-5}$ & $8.1\times10^{-4}$\\
Pb $5d$ & 2.5 & 37.7 & 0.064 & 0.41 & $2.9\times10^{-6}$ & $7.7\times10^{-4}$\\
Pb $4f$ & 2.5 & 53.0 & 0.198 & 0.56 & $9\times10^{-11}$ & $2.1\times10^{-3}$
\end{tabular}
\end{center}

\paragraph{Localisation.} The lead $6p$ orbital has $72\%$ of its norm outside $r_c$ and $99\%$ of its SO parameter inside $0.144$~bohr. With $c=137.036$, $2c^2=37558$, and the bound reads
\begin{equation}
\zeta_{\rm out}\le\frac{3.679\times0.7162}{37558\times2.5^3}=4.49\times10^{-6}\ \text{Ha},\qquad f\le\frac{4.49\times10^{-6}}{0.02989}=1.50\times10^{-4},
\end{equation}
against the computed $f=4.2\times10^{-5}$. The values of $Q_{\max}$ and $P_{\rm out}$ above start at the first grid point beyond $r_c$; taken at $r_c=2.5$~bohr itself they are $3.70$ and $0.717$, and the bound becomes $1.51\times10^{-4}$. The program asserts the bound, $f<5\%$ and $r_{50}<r_c/4$ for all eight shells, and a monotonic fall of $f$ from C to Pb. The products $f\zeta$ show how that fall arises: $\zeta_{\rm out}$ is $3.4$, $2.1$, $1.3$, $1.2$ and $1.3\times10^{-6}$~Ha along the group, while $\zeta$ grows by the factor $29.9/0.217\approx138$. Carbon is the weak case: its $r_{99}$ lies outside the sphere, and the one-centre form misses $1.6\%$ of $\zeta$, although this is only a few $\mu$Ha.

For the $p$ shells $f/f_C$ runs from about $0.94$ (C) to $0.28$ (Pb), and $Zr_{50}$ from $2.0$ to $1.4$~bohr. The bare value $1.35$ is nonrelativistic, so its closeness to the lead result does not make it the limit for heavy atoms. For $d$ and $f$ shells Eq.~\eqref{fC} fails, overestimating $f$ by a factor of about $63$ for Au $5d$ and by seven orders of magnitude for Pb $4f$. The bound already excludes the bare value: it is proportional to $Q_{\max}P_{\rm out}$, with $Q_{\max}=3.1$ and $3.7$ in place of the bare $Z=79$ and $82$ and $P_{\rm out}=0.11$ and $10^{-6}$, and it limits $f$ to $2.7\times10^{-5}$ and $1.2\times10^{-10}$. Their weight also sits further out than the bare model predicts, $Zr_{50}=5.2$ for Pb $5d$ and $16$ for Pb $4f$ against $4.1$ and $8.1$; the bare model omits screening, the finite orbital energy and relativity, and their contributions are not separated here.

For lead $a=2.18\times10^{-3}$~bohr, only a factor of eight below $r_{50}$. Dropping $K^2$ from $\xi$ while keeping the same orbital raises $\zeta$ from $0.813$ to $1.171$~eV, by $44\%$ of the ZORA value.

\paragraph{A PAW set for lead $p$ states.} The sphere ends at the grid point $r_c=2.5097$~bohr, and $t=(r/r_c)^2$. The smooth potential $\tilde V$ is a quadratic in $t$ matched to $V$ at $r_c$ plus $(1-t)^3$~Ha; it defines $\tilde K$, $\tilde\xi$ and the smooth scalar Hamiltonian $\tilde H_0$. The smooth radial functions are $r$ times a cubic in $t$. The reference energies are $\varepsilon_1=-0.13608$~Ha, the $6p$ level, and $\varepsilon_2=0.26392$~Ha. Vanderbilt projectors are built from $|\chi_j\rangle=(\varepsilon_j-\tilde H_0)|\tilde\phi_j\rangle$, which vanishes beyond $r_c$, and $B_{ij}=\langle\tilde\phi_i|\chi_j\rangle$, as $|\tilde p_i\rangle=\sum_j|\chi_j\rangle(B^{-1})_{ji}$; then $\langle\tilde\phi_k|\tilde p_i\rangle=(BB^{-1})_{ki}=\delta_{ki}$. With $q_{ij}=\langle\phi_i|\phi_j\rangle_{\rm in}-\langle\tilde\phi_i|\tilde\phi_j\rangle_{\rm in}$ and $D_{ij}=B_{ij}+\varepsilon_jq_{ij}$, the scalar PAW equation at energy $\varepsilon_j$ applied to $\tilde\phi_j$ gives $-|\chi_j\rangle+\sum_i|\tilde p_i\rangle B_{ij}=0$, so both reference states are reproduced.

The SO matrix has $\Xi_{11}=0.029892$, $\Xi_{12}=0.062367$ and $\Xi_{22}=0.130123$~Ha, with $\phi_1$ normalised in all space and $\phi_2$ in the sphere, and $\Xi_{12}^2/\Xi_{11}\Xi_{22}=0.999995$. The phase estimate of Lemma 4 at $r_{99}$ is $\tfrac23\times0.4\times0.144^{3/2}/\sqrt{164}\approx10^{-3}$, so the two waves are nearly proportional where $99\%$ of the weight lies. This does not fix the size of the departure from one: in the bare model the squared phase grows as $r^3$ while the weight per unit $r$ falls as $r^{-5/2}$, so the outer part of the sphere contributes most to it. The orthogonal $5p$ and $6p$ orbitals give $0.9995$ for the same ratio. The smooth counterpart $\tilde\Xi_{11}=2.1\times10^{-6}$~Ha is four orders of magnitude below $\Xi_{11}$. At the midway energy $0.06392$~Ha, with the wave fixed to the all-electron value at $r_c$, the in-sphere SO integral is in error by $4.8\%$ of the all-electron integral with one projector and $0.4\%$ with two.

For the $p_{1/2}$ state ($\lambda=-1$) the smooth in-sphere term is $2.697\times10^{-6}$~Ha and its one-centre copy $2.620\times10^{-6}$~Ha, so $\rho=7.7\times10^{-8}$~Ha, $3\%$ of either term. Equation~\eqref{diff} predicts $-1.232\times10^{-6}-0.077\times10^{-6}=-1.309\times10^{-6}$~Ha, and the two eigenvalue problems differ by $-1.309\times10^{-6}$~Ha. For $p_{3/2}$ ($\lambda=\tfrac12$) the prediction $6.070\times10^{-7}-0.143\times10^{-7}=5.927\times10^{-7}$~Ha matches likewise. The one-centre form thus lowers the splitting by $1.9\times10^{-6}$~Ha, which is $4\times10^{-5}$ of the PAW splitting.

\paragraph{Where the scalar partial waves fail.} The level shifts from the scalar $6p$ energy are, for $p_{1/2}$, $-0.0299$~Ha in first order, $-0.0364$~Ha in PAW and $-0.0423$~Ha exactly; for $p_{3/2}$ they are $0.01495$, $0.01359$ and $0.01325$~Ha. The splittings are $0.0448$, $0.0500$ and $0.0556$~Ha, or $1.22$, $1.36$ and $1.51$~eV. First order is $19\%$ and PAW $10\%$ below the exact value, and the PAW error is $0.0059$~Ha in $p_{1/2}$ against $0.0003$~Ha in $p_{3/2}$. The omitted outside term is three orders of magnitude too small to explain this, so the fault lies in the partial-wave basis.

With $(Z\alpha)^2=0.59838^2=0.35806$, Eq.~\eqref{gamma} gives $\gamma=\sqrt{3-0.35806}=1.625$ for the scalar wave, $\sqrt{1-0.35806}=0.801$ for $p_{1/2}$ and $\sqrt{4-0.35806}=1.908$ for $p_{3/2}$; the logarithmic slopes on the grid are $1.626$, $0.803$ and $1.908$. Every finite combination of scalar partial waves starts as $r^{1.63}$ or a higher power and cannot reproduce $r^{0.80}$. These exponents hold for a point nucleus. With a finite nucleus both waves start as $r^2$, while the splitting moves by less than $0.001$~eV and the basis error is unchanged, so the behaviour at $r\to0$ signals the different inner shape without fixing the energy error. The $10\%$ also belongs to this dataset: in a variational model with scalar waves inside the sphere and a free function outside, the error is $11\%$ for $\varepsilon_2-\varepsilon_1=0.4$~Ha, $6\%$ for $3$~Ha, and $5\%$ for three waves at $0$, $0.4$ and $1.5$~Ha above $\varepsilon_1$. The program asserts the exponents and the larger $p_{1/2}$ error. That the missing inner relaxation accounts for the whole $0.0059$~Ha is a conjecture, since no set with $j$-dependent partial waves was built. The gap between first-order and exact splitting, relative to the exact one, is below $1\%$ for C and Si, $6\%$ for Sn $5p$, $2\%$ for Au $5d$ and $0.4\%$ for Pb $4f$, so among these shells only the heavy $p$ shells depart strongly from first order.

\section*{Computed values}
\begin{verbatim}
c = 137.035999 a.u.; Z=82: a = Z/2c^2 = 2.1833e-03 bohr, Z*alpha = 0.59838
Coulomb Z=82 n=2 l=1 j=0.5: grid -982.740 Ha, scaled Dirac -982.740 Ha
Coulomb Z=82 n=2 l=1 j=1.5: grid -880.365 Ha, scaled Dirac -880.365 Ha
Coulomb Z=82 n=3 l=2 j=1.5: grid -389.264 Ha, scaled Dirac -389.264 Ha
Coulomb Z=82 n=3 l=2 j=2.5: grid -381.177 Ha, scaled Dirac -381.177 Ha
bare Coulomb l=1: Z*r50=1.353, Z*r90=2.940 bohr; Z=82 R=2.5: f=1.487e-04, fC=1.534e-04
bare Coulomb l=2: Z*r50=4.118, Z*r90=7.450 bohr; Z=82 R=2.5: f=7.418e-04, fC=7.668e-04
bare Coulomb l=3: Z*r50=8.080, Z*r90=18.758 bohr; Z=82 R=2.5: f=2.094e-03, fC=2.147e-03
shell rc/bohr eps/Ha zeta/Ha r50/bohr r99/bohr Pout
C 2p 1.5 -0.19902 2.17397e-04 0.3343 1.656 5.378e-01
Si 3p 2.0 -0.15297 7.97574e-04 0.1235 1.176 7.171e-01
Ge 4p 2.3 -0.14869 4.64948e-03 0.0487 0.441 6.312e-01
Sn 5p 2.5 -0.14210 1.06874e-02 0.0297 0.256 6.778e-01
Pb 6p 2.5 -0.13608 2.98934e-02 0.0168 0.144 7.162e-01
Au 5d 2.5 -0.26170 2.22381e-02 0.0668 0.430 1.125e-01
Pb 5d 2.5 -0.78287 3.77143e-02 0.0639 0.414 2.917e-02
Pb 4f 2.5 -4.90824 5.29925e-02 0.1978 0.560 9.845e-07
shell Qmax/e f_out bound fC split_1st/eV split_exact/eV
C 2p 2.652 1.55e-02 5.18e-02 1.67e-02 0.00887 0.00888
Si 3p 3.029 2.58e-03 9.06e-03 3.04e-03 0.03255 0.03269
Ge 4p 2.879 2.69e-04 8.55e-04 7.13e-04 0.18978 0.19440
Sn 5p 3.284 1.08e-04 3.55e-04 3.22e-04 0.43623 0.46486
Pb 6p 3.679 4.21e-05 1.50e-04 1.53e-04 1.22016 1.51222
Au 5d 3.123 1.27e-05 2.69e-05 8.11e-04 1.51282 1.54493
Pb 5d 3.679 2.86e-06 4.85e-06 7.67e-04 2.56565 2.61487
Pb 4f 3.679 9.13e-11 1.16e-10 2.15e-03 5.04700 5.06577
Pb 6p exponent gamma scalar: grid 1.6255, formula 1.6254
Pb 6p exponent gamma p1/2: grid 0.8028, formula 0.8012
Pb 6p exponent gamma p3/2: grid 1.9082, formula 1.9084
Pb 6p zeta: ZORA 0.8134 eV, K^2 dropped (Pauli form) 1.1714 eV
Pb <5p|xi|6p>^2/(zeta5p zeta6p) = 0.99952
PAW rc = 2.5097 bohr, reference energies -0.13608, 0.26392 Ha
Xi11 0.029892, Xi12 0.062367, Xi22 0.130123 Ha (phi2 unit norm in sphere)
Xi12^2/(Xi11 Xi22) = 0.999995; smooth Xi~11 = 2.075e-06 Ha
off-reference e=0.06392 Ha: rel. error of in-sphere SO, 1 proj 4.78e-02, 2 proj 3.83e-03
p1/2: shift 1st order -0.02989, PAW one-centre -0.03639, exact -0.04232 Ha
p1/2: full-one-centre -1.309e-06, lam*outside -1.232e-06, lam*residual -7.69e-08 Ha
p1/2: smooth in-sphere term 2.6970e-06 Ha, one-centre copy 2.6200e-06 Ha
p3/2: shift 1st order 0.01495, PAW one-centre 0.01359, exact 0.01325 Ha
p3/2: full-one-centre 5.927e-07, lam*outside 6.070e-07, lam*residual -1.43e-08 Ha
p3/2: smooth in-sphere term 1.8155e-06 Ha, one-centre copy 1.8440e-06 Ha
Pb 6p splitting: 1st order 0.04484, PAW 0.04998, exact 0.05557 Ha
Pb 6p splitting: 1st order 1.2202, PAW 1.3600, exact 1.5122 eV
\end{verbatim}
